\section*{Dipolar energy disorder on a fully occupied simple cubic lattice}

\section*{Question}

I am modelling charge hopping in a polar organic glass. Each site of a simple cubic lattice with constant $a$ carries a molecule of dipole moment $p$ pointing in a random direction, and the carrier sits on one of the sites. The rms spread of the site energy is supposed to be
\[
\sigma\approx 2.35\,\frac{ep}{4\pi\varepsilon a^2},
\]
but I cannot get there.

A dipole potential falls off as $1/r^2$ and the number of sites in a shell grows as $r^2$, so every shell seems to matter equally and the sum should diverge. If I keep the six nearest neighbours I get $1.41$ instead of $2.35$. If I add the squares numerically out to $10a$ I get $2.26$, and the result is still creeping up. Where does $2.35$ come from? Is the distribution really Gaussian, may I draw the site energies independently, and how far can I trust the number for a real film such as Alq$_3$?

\section*{Answer}

Your shell argument applies to the sum of the \emph{magnitudes} of the potentials, which does diverge. Random orientations make the \emph{variances} add, and these fall off as $1/r^4$. The sum then converges, but slowly, which is the creep you see.

\subsection*{The model and the variance}

Put the charge $e$ at the origin and the dipoles at $a\mathbf n$, where $\mathbf n$ is a nonzero vector of integers and $n=|\mathbf n|$. The dipole of the carrier's own site is left out. The dipoles are $p\,\mathbf u_{\mathbf n}$, with unit vectors $\mathbf u_{\mathbf n}$ that are isotropic, independent and frozen. The medium is uniform with permittivity $\varepsilon$, which must contain only the response that is not frozen, mainly the electronic one; otherwise the permanent dipoles are counted twice.

The vector from a dipole to the charge is $-a\mathbf n$, so its potential there is $p\,\mathbf u_{\mathbf n}\cdot(-a\mathbf n)/(4\pi\varepsilon a^3n^3)$. Hence
\begin{equation}
U=-U_0\sum_{\mathbf n\neq0}\frac{\mathbf u_{\mathbf n}\cdot\mathbf n}{n^3},
\qquad U_0=\frac{ep}{4\pi\varepsilon a^2}.
\end{equation}
Isotropy gives $\langle\mathbf u_{\mathbf n}\rangle=0$, so $\langle U\rangle=0$. It also makes $\langle u_iu_j\rangle$ proportional to $\delta_{ij}$, and since $\mathbf u\cdot\mathbf u=1$ the factor is $1/3$. For two different sites independence gives $\langle u_iu'_j\rangle=\langle u_i\rangle\langle u'_j\rangle=0$, so no cross terms survive:
\begin{equation}
\frac{\sigma^2}{U_0^2}=\sum_{\mathbf n\neq0}\frac{1}{3}\,\frac{\mathbf n\cdot\mathbf n}{n^6}
=\frac{S_4}{3},\qquad S_4=\sum_{\mathbf n\neq0}\frac1{n^4}.
\end{equation}
The six nearest neighbours alone give $\sqrt{6/3}=1.41$, your first number. With one site per unit volume, the sites beyond a large radius $R$ (in units of $a$) contribute about
\begin{equation}
\int_R^\infty\frac{4\pi r^2\,dr}{r^4}=\frac{4\pi}{R}.
\end{equation}
Within $R=10$ the sum is $15.274$, and $\sqrt{15.274/3}=2.26$ is your second number. The missing tail is about $4\pi/10=1.257$, which raises the sum to $16.53$. The cut at $10a$ thus loses $7.6\%$ of the full variance.

\subsection*{Summing the lattice in a few shells}

For an accurate value, start from $\int_0^\infty t\,e^{-ct}dt=1/c^2$ with $c=\pi n^2$:
\begin{equation}
S_4=\pi^2\int_0^\infty t\,[\Theta(t)-1]\,dt,\qquad
\Theta(t)=\sum_{\mathbf n}e^{-\pi n^2t},
\end{equation}
where $\Theta$ includes $\mathbf n=0$ and the $-1$ removes it again. Large $t$ is harmless; at small $t$ many sites contribute. Poisson summation cures this. The periodic function $\sum_j f(x+j)$ has Fourier coefficients $\hat f(k)=\int f(x)e^{-2\pi ikx}dx$, so at $x=0$ one has $\sum_jf(j)=\sum_k\hat f(k)$. For $f=e^{-\pi tx^2}$, completing the square gives $\hat f=t^{-1/2}e^{-\pi k^2/t}$. Three dimensions give three such factors, so
\begin{equation}
\Theta(t)=t^{-3/2}\,\Theta(1/t).
\end{equation}
Split the integral at $t=1$. In the lower part set $t=1/s$, $dt=-ds/s^2$, and use $\Theta(1/s)=s^{3/2}\Theta(s)$:
\begin{align}
\int_0^1t[\Theta(t)-1]dt
&=\int_1^\infty s^{-3}\big[s^{3/2}\Theta(s)-1\big]ds\nonumber\\
&=\int_1^\infty s^{-3/2}[\Theta(s)-1]ds+\int_1^\infty\big(s^{-3/2}-s^{-3}\big)ds .
\end{align}
The last integral is $2-\tfrac12=\tfrac32$. Adding the upper part gives
\begin{equation}
S_4=\pi^2\Big[\frac32+\sum_{\mathbf n\neq0}g(n^2)\Big],\qquad
g(m)=\int_1^\infty\big(t+t^{-3/2}\big)e^{-\pi mt}dt .
\end{equation}
Write $c=\pi m$. The first term of $g$ integrates to $e^{-c}(1/c+1/c^2)$. The second, by parts, is
\[
\int_1^\infty t^{-3/2}e^{-ct}dt=2e^{-c}-2c\int_1^\infty t^{-1/2}e^{-ct}dt
=2e^{-c}-2\sqrt{\pi c}\,\mathrm{erfc}\sqrt c ,
\]
where $t=v^2/c$ turned the remaining integral into $\sqrt{\pi/c}\,\mathrm{erfc}\sqrt c$. Since $\sqrt{\pi c}=\pi\sqrt m$,
\begin{equation}
g(m)=e^{-\pi m}\Big(\frac1{\pi m}+\frac1{(\pi m)^2}+2\Big)-2\pi\sqrt m\;\mathrm{erfc}\sqrt{\pi m}.
\end{equation}
The shells $n^2=1,2,3$ hold 6, 12 and 8 sites, with $g=2.7977\times10^{-2}$, $5.895\times10^{-4}$ and $1.69\times10^{-5}$. Therefore
\begin{equation}
S_4\simeq\pi^2(1.5+0.16786+0.00707+0.00014)=16.532,
\end{equation}
and
\begin{equation}
\boxed{\;\sigma=\sqrt{\frac{16.532}{3}}\;U_0=2.35\,\frac{ep}{4\pi\varepsilon a^2}\;}
\end{equation}
A direct sum to $R=45$ plus the tail $4\pi/45$ also gives $16.532$. Drawing 20\,000 sets of random unit vectors within $6a$, and adding the tail to the variance, gives $2.351$; the expected sampling error of such a number is about $0.5\%$.

\subsection*{Is it Gaussian?}

Nearly. Equal solid angles correspond to equal intervals of $c=\cos\theta$, so $c$ is uniform on $[-1,1]$, with $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$. Its fourth cumulant is $1/5-3(1/3)^2=-2/15$. Cumulants of independent terms add, and the weight $1/n^2$ enters to the fourth power, so the excess kurtosis is
\begin{equation}
\frac{-\frac{2}{15}S_8}{(S_4/3)^2}=-\frac{2}{15}\,\frac{6.946}{(5.511)^2}=-0.0305,
\qquad S_8=\sum_{\mathbf n\neq0}\frac1{n^8}.
\end{equation}
The full distribution follows from its characteristic function. One site contributes $\langle e^{ikc/n^2}\rangle=\sin(k/n^2)/(k/n^2)$, and the sites multiply. Inverting the product numerically reproduces this kurtosis. It also gives a probability of $1.25\times10^{-3}$ for an energy below $-3\sigma$, against $1.35\times10^{-3}$ for a Gaussian. At this depth the tail is thus slightly thinner than Gaussian; the small difference found here should not be carried over to much deeper energies.

Full occupation matters here. Suppose each site holds a dipole with probability $x$, independently, at fixed $a$, $p$ and $\varepsilon$. The second and fourth moments of each term are multiplied by $x$, so $\sigma=2.35\sqrt x\,U_0$, while the fourth cumulant per site becomes $x/5-x^2/3$. The excess kurtosis is then
\begin{equation}
\frac{(x/5-x^2/3)\,S_8}{(xS_4/3)^2}=0.229\Big(\frac1{5x}-\frac13\Big).
\end{equation}
It returns $-0.0305$ at $x=1$, vanishes at $x=0.6$ and reaches $0.38$ at $x=0.1$. In a dilute system the rare close dipoles produce heavy tails, and $\sigma$ alone no longer describes the disorder.

\subsection*{May you draw the energies independently?}

No. Two nearby sites feel largely the same distant dipoles. For sites separated by $\mathbf R$ (in units of $a$), the same averaging gives
\begin{equation}
\frac{\langle U(0)U(\mathbf R)\rangle}{U_0^2}=\frac13\sum_{\mathbf n\neq0,\mathbf R}
\frac{\mathbf n\cdot(\mathbf n-\mathbf R)}{n^3|\mathbf n-\mathbf R|^3}.
\end{equation}
For large $R$ replace the sum by an integral. The summand is $\nabla(1/r)\cdot\nabla(1/|\mathbf r-\mathbf R|)$. Integrate by parts; the surface term vanishes because its integrand falls as $1/r^3$ on an area growing as $r^2$. With $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ the integral is $4\pi/R$. Dividing by the variance $S_4/3$ gives the correlation coefficient
\begin{equation}
\rho(R)\to\frac{4\pi}{S_4R}=\frac{0.760}{R}.
\end{equation}
At $R=8$ the lattice sum gives $0.0951$ and this law $0.0950$. For nearest neighbours the sum gives $\rho=0.695$. The energy step of a nearest-neighbour hop therefore has rms value $\sigma\sqrt{2(1-0.695)}=0.78\,\sigma$, instead of $1.41\,\sigma$ for independent draws. A simulation with independent energies makes the landscape too rough on the scale of one hop.

\subsection*{Numbers for an Alq$_3$-like film}

Take rough typical values: $p=4.5$~D $=1.501\times10^{-29}$~C\,m, $a=0.85$~nm (a density of $1.6\times10^{21}$~cm$^{-3}$) and relative permittivity $\varepsilon_r=3$. Then
\begin{equation}
U_0=\frac{ep}{4\pi\varepsilon_0\varepsilon_ra^2}=0.0622\ \text{eV},\qquad
\sigma=2.3475\times0.0622\ \text{eV}=0.146\ \text{eV},
\end{equation}
or $0.0054$ Hartree. At 300~K, $kT=0.0259$~eV and $\sigma/kT=5.65$, so dipolar disorder of this size strongly affects hopping. Since $\sigma\propto p/(\varepsilon_ra^2)$, a $10\%$ error in $a$ alone shifts it by about $20\%$.

Agreement of this width with a measured one would not confirm the model, which leaves out several things. Some of them are sized here, one at a time, for the same inputs.

\textbf{Local fields} are the largest correction found. The value $4.5$~D stands for the moment of the molecule itself, whereas the formula needs the effective moment, whose far potential in the medium is $p\cos\theta/(4\pi\varepsilon r^2)$. By reciprocity, the energy of the charge in the potential of all permanent and induced dipoles equals $-\sum\mathbf p\cdot\mathbf F$, where $\mathbf F$ is the local field that the charge produces at each dipole. Far from the charge, in a cubic lattice of polarizable points, $\mathbf F=\mathbf E+\mathbf P/(3\varepsilon_0)$ with $\mathbf P=(\varepsilon_r-1)\varepsilon_0\mathbf E$, so $\mathbf F=\tfrac13(\varepsilon_r+2)\mathbf E=1.67\,\mathbf E$. Using $1.67p$ in the formula gives $0.24$~eV. Solving for the induced dipoles self-consistently, with the polarizability fixed by the Clausius--Mossotti relation, multiplies $\sigma$ by $1.87$ and gives $0.27$~eV. The excess over $1.67$ comes mainly from the six nearest neighbours, where the local field is about $2.25\,\mathbf E$. The next two shells lie below $1.67\,\mathbf E$ and take part of it back, while the six sites at distance $2a$, each directly behind a nearest neighbour, feel about $2.97\,\mathbf E$ and add to it again. Point polarizabilities are crude for molecules in contact, so read this as a warning that, for independent orientations, $0.146$~eV may be low by a factor approaching two.

\textbf{Orientational correlation} acts the other way. If the dipoles equilibrate with one another before freezing at $T_f\approx450$~K (rough), their coupling is $\lambda=p^2/(4\pi\varepsilon a^3kT_f)=0.177$. Let $T$ be the matrix of dipole fields, in units of $a^{-3}$. Replacing the fixed lengths by Gaussian ones gives the weight $\exp(-\tfrac32\mathbf u\cdot\mathbf u+\tfrac\lambda2\mathbf u\cdot T\mathbf u)$, whose covariance is $\tfrac13(1-\lambda T/3)^{-1}$ instead of $\tfrac13$. The dipoles partly screen one another, and $\sigma$ falls by a factor $0.84$ to $0.12$~eV. On a small cluster of radius $3a$, this estimate puts the variance at $0.725$ of its uncorrelated value; a simulation with fixed dipole lengths gives $0.699$. A film deposited from vapour need not equilibrate in this way and may have preferred orientations, to which neither number applies. If $4.5$~D is the moment of the molecule itself, local fields also strengthen the coupling between the dipoles. Equilibration then lowers $\sigma$ by more than the factor $0.84$, so this factor and the $1.87$ above should not simply be multiplied.

\textbf{Geometry} matters little in the cases computed. An fcc lattice of the same site density has the coefficient $2.31$ when $a$ means (density)$^{-1/3}$. Replacing each point dipole by two charges $0.4$~nm apart, at fixed $p$, changes $\sigma$ by $0.03\%$. Positional disorder, molecular quadrupoles and varying molecular shape were not computed.

\textbf{Frozen orientations} are essential. A neighbour's largest charge--dipole energy is $U_0=2.4\,kT$ at 300~K. Dipoles free to turn during the carrier's stay would partly align with its field and lower its energy on whichever site it occupies. That is a polaron problem, and static disorder alone does not describe it.

The remaining digits of these sums are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
REDUCED UNITS: length a, energy ep/(4 pi eps a^2)
shell n^2=1: sites 6, g = 2.7977e-02
shell n^2=2: sites 12, g = 5.8951e-04
shell n^2=3: sites 8, g = 1.6939e-05
shell n^2=4: sites 6, g = 5.4920e-07
S4, theta splitting          = 16.53232
S4, direct sum + tail (R=45) = 16.53237
S4 from sites within R=10    = 15.2736
variance missed beyond R=10  = 7.6 %
variance S4/3                = 5.5108
rms coefficient sqrt(S4/3)   = 2.3475
nearest neighbours only      = 1.4142
sampled rms (20000 draws, tail added) = 2.351
S8                           = 6.9458
excess kurtosis, formula     = -0.03050
excess kurtosis, numeric     = -0.03050
P(U < -3 sigma), lattice     = 1.248e-03
P(U < -3 sigma), Gaussian    = 1.350e-03
correlation at R=1, R=2      = 0.695, 0.363
correlation at R=8: sum, law = 0.0951, 0.0950
prefactor 4 pi/S4 of 1/R law = 0.7601
EXAMPLE: amorphous Alq3 film, rough inputs
dipole p = 4.5 D, a = 0.85 nm, eps_r = 3.0
use at 300 K, frozen at 450 K
site density 1/a^3           = 1.63e+21 cm^-3
p in SI                      = 1.501e-29 C m
ep/(4 pi eps a^2)            = 0.0622 eV
sigma                        = 0.1461 eV
sigma in Hartree             = 0.00537 Ha
kT at use                    = 0.0259 eV
sigma/kT                     = 5.65
NEGLECTED EFFECTS, each taken alone
polarizability alpha/(4 pi eps0 a^3) = 0.0955
far field factor (eps_r+2)/3 = 1.667
same, from induced dipoles   = 1.680
sigma factor, local fields   = 1.871
sigma if p is the bare moment = 0.273 eV
p^2/(4 pi eps a^3 kT), freezing = 0.177
sigma factor, orientational correlation = 0.842
sigma with that correlation  = 0.123 eV
R=3 cluster variance ratio: estimate  0.725
R=3 cluster variance ratio: simulated 0.699
rms coefficient, fcc at equal density = 2.3067
sigma change, charges 0.4 nm apart = 0.03 %
neighbour charge-dipole energy/kT at use = 2.41
\end{verbatim}
